# Voltage on the Neighbour of a Shorted Bond in a Capacitor Network

When one capacitor in a large network breaks down, the voltage it carried has to appear elsewhere, and simple guesses about where it goes are wrong. Treat its row as an isolated chain of $N$ equal capacitors, and each survivor gains a fraction $1/(N-1)$, which vanishes for a long chain. Hand half of the lost voltage to each collinear neighbour, and the neighbour rises by 50%. If lifetime varies as the inverse cube of voltage, the first guess leaves the neighbour's lifetime unchanged and the second cuts it to 30%. For the infinite square network the voltage is multiplied by $4/\pi$, a rise of 27.3%, and the same law gives 48%.

## The network and the theorem

The nodes are the points $\mathbf r=(m,n)$ of a square lattice. Each nearest-neighbour bond is a capacitor $C$. A node at potential $\phi(\mathbf r)$ holds on its capacitor plates the charge

$$Q(\mathbf r)=C\sum_{\mathbf r'}\left[\phi(\mathbf r)-\phi(\mathbf r')\right], \tag{1}$$

where $\mathbf r'$ runs over the four neighbours. Drops are positive when the potential falls along $+x$. Before the short every node is neutral and $\phi_0=-V_0m$, so each $x$-bond carries $V_0$ and each $y$-bond carries zero.

**Theorem.** Let the bond between $A=(0,0)$ and $B=(1,0)$ be replaced by an ideal short. Assume that

1. all other bonds keep the capacitance $C$ and do not leak;
2. every other node stays neutral, as does the pair $A$, $B$ taken together;
3. the far field is held fixed, meaning that the change in potential tends to a constant at infinity.

Then each of the two collinear bonds next to the short carries
$$V_1=\frac{4}{\pi}V_0 .$$

The factor multiplies the old voltage; the increase itself is $(4/\pi-1)V_0$.

The assumptions fix the answer uniquely. Let $w$ be the difference of two solutions, with its constant at infinity subtracted. Neutrality makes $w$ at each node the average over its neighbours, and $w$ on the joined pair the average over the pair's six outer neighbours. If $w$ were positive somewhere it would have a largest value, since it tends to zero far away. All neighbours of that place would then share the value, then their neighbours, and so on to infinity, which is a contradiction. The same argument for $-w$ gives $w=0$. It is therefore enough to construct one solution.

## The lattice Green function

**Lemma 1.** Define
$$R(\mathbf r)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_x\,dk_y}{(2\pi)^2}\,\frac{1-\cos(\mathbf k\cdot\mathbf r)}{2-\cos k_x-\cos k_y}. \tag{2}$$
A charge $q$ at the origin and $-q$ at $\mathbf s$ produce the potential
$$\phi(\mathbf r)=\frac{q}{2C}\left[R(\mathbf r-\mathbf s)-R(\mathbf r)\right], \tag{3}$$
which tends to zero at infinity.

*Proof.* The integral converges, because near $\mathbf k=0$ numerator and denominator are both of second order in $k$. Summing over neighbours uses
$$\sum_{\mathbf r'}\cos(\mathbf k\cdot\mathbf r')=(2\cos k_x+2\cos k_y)\cos(\mathbf k\cdot\mathbf r).$$
The numerator of $\sum R(\mathbf r')-4R(\mathbf r)$ is therefore
$$(4-2\cos k_x-2\cos k_y)\cos(\mathbf k\cdot\mathbf r),$$
which is twice the denominator times $\cos(\mathbf k\cdot\mathbf r)$. Integration gives
$$\sum_{\mathbf r'}R(\mathbf r')-4R(\mathbf r)=2\delta_{\mathbf r,0}. \tag{4}$$
Inserting (3) in (1) gives
$$Q(\mathbf r)=-\frac q2\left[2\delta_{\mathbf r,\mathbf s}-2\delta_{\mathbf r,0}\right]=q\,\delta_{\mathbf r,0}-q\,\delta_{\mathbf r,\mathbf s},$$
as required. The bracket in (3) is the real part of a Fourier integral of $(1-e^{-i\mathbf k\cdot\mathbf s})/(2-\cos k_x-\cos k_y)$. This function grows no faster than $1/k$ at small $k$ and is integrable in two dimensions, so the integral tends to zero at large $\mathbf r$ by the Riemann–Lebesgue lemma. $\square$

Since $R(0)=0$ and $R(-\mathbf s)=R(\mathbf s)$, equation (3) gives $\phi(0)-\phi(\mathbf s)=qR(\mathbf s)/C$. Thus $R/C$ is the potential difference per unit charge sent from one node to the other.

**Lemma 2.**
$$R(1,0)=\tfrac12,\qquad R(2,0)=2-\frac4\pi,\qquad R(1,1)=\frac2\pi .$$

*Proof.* For $\mathbf r=(m,0)$ the numerator of (2) does not contain $k_y$. Put $a=2-\cos k_x$ and $t=\tan(k_y/2)$, so that $\cos k_y=(1-t^2)/(1+t^2)$ and $dk_y=2\,dt/(1+t^2)$. Then
$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{dk_y}{a-\cos k_y}=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dt}{(a-1)+(a+1)t^2}=\frac1{\sqrt{(a-1)(a+1)}} .$$
Writing $c=\cos k$ and using evenness in $k$,
$$R(m,0)=\frac1\pi\int_0^\pi\frac{1-\cos mk}{\sqrt{(1-c)(3-c)}}\,dk. \tag{5}$$

Now change the variable to $c$, with $dk=-dc/\sqrt{(1-c)(1+c)}$. For $m=1$ the numerator is $1-c$. For $m=2$ it is $1-\cos2k=2(1-c)(1+c)$. Hence
$$R(1,0)=\frac1\pi\int_{-1}^{1}\frac{dc}{\sqrt{(1+c)(3-c)}},\qquad
R(2,0)=\frac2\pi\int_{-1}^{1}\sqrt{\frac{1+c}{3-c}}\,dc .$$

Set $c=-1+4\sin^2\theta$. Then $1+c=4\sin^2\theta$, $3-c=4\cos^2\theta$ and $dc=8\sin\theta\cos\theta\,d\theta$. The limits become $0$ and $\pi/4$. The first integrand becomes $2\,d\theta$, so $R(1,0)=(1/\pi)(\pi/2)=1/2$. The second gives
$$R(2,0)=\frac2\pi\int_0^{\pi/4}8\sin^2\theta\,d\theta
=\frac8\pi\left[\theta-\frac{\sin2\theta}{2}\right]_0^{\pi/4}=2-\frac4\pi .$$

Finally, apply (4) at $(1,0)$. Its neighbours are $(0,0)$, $(2,0)$, $(1,1)$ and $(1,-1)$, and the last two have equal $R$. Thus $R(2,0)+2R(1,1)=4R(1,0)=2$, which gives $R(1,1)=2/\pi$. $\square$

Double quadrature of (2) gives 0.500000, 0.726760 and 0.636620 for the three values, in agreement with the lemma.

## Proof of the theorem

A capacitor with zero drop holds no charge, so the original capacitor may be left in place beside the short. The short then does one thing: it moves charge between $A$ and $B$ until their potentials agree. The solution is the uniform field plus the potential of a charge $q$ at $A$ and $-q$ at $B$ in the intact network. Lemma 1 ensures that this addition respects the fixed far field.

Let $R_m=R(m,0)$. On the collinear bond from $(d,0)$ to $(d+1,0)$, equation (3) with $\mathbf s=(1,0)$ gives the added drop
$$\frac q{2C}\left[(R_{d-1}-R_d)-(R_d-R_{d+1})\right]=\frac qC K(d),$$
$$K(d)=\frac{R_{d+1}+R_{d-1}}2-R_d, \tag{6}$$
where $R_{-m}=R_m$. Lemma 2 yields
$$K(0)=R_1=\frac12,\qquad K(1)=\frac{R_2}2-R_1=\frac12-\frac2\pi .$$

The total drop on the shorted bond must vanish:
$$V_0+\frac qC K(0)=0,\qquad\text{so}\qquad q=-2CV_0 .$$
The minus sign means that positive charge has left $A$, the end at higher potential, and gone to $B$. The next bond carries
$$V_1=V_0+\frac qC K(1)=V_0\left[1-2\left(\frac12-\frac2\pi\right)\right]=\frac4\pi V_0 .$$
Since $K(-1)=K(1)$, the bond on the other side carries the same voltage. $\square$

A check that uses no Green function solves finite networks directly, with the two end nodes merged. The electrodes are $L$ bonds apart, there are $L$ rows, and the side edges are free. The neighbour factor is 1.273998 for $L=41$ and 1.273434 for $L=81$. Reflected copies of the disturbance lie at distances proportional to $L$, and their field falls as $L^{-2}$, so the leading size error has that form. Removing it gives 1.27324, equal to $4/\pi$ at this precision.

## Where the voltage and charge go

**Corollary 1.** The parallel bond one row above or below the short carries $(2-4/\pi)V_0$. Each $y$-bond at $B$ carries a drop $(1-2/\pi)V_0$ outward from $B$.

*Proof.* From (3), the added potentials at $(0,1)$ and $(1,1)$ are
$$\frac q{2C}\left[R(1,1)-R(0,1)\right]\quad\text{and}\quad\frac q{2C}\left[R(0,1)-R(1,1)\right].$$
Their difference is
$$\frac qC\left(\frac2\pi-\frac12\right)=V_0\left(1-\frac4\pi\right).$$
Adding $V_0$ gives the first claim. The added potential at $B$ is $(q/2C)(0-1/2)=V_0/2$, and that at $(1,1)$ is $V_0(2/\pi-1/2)$. The uniform field has no drop along $y$, so subtraction gives the second claim. $\square$

The short thus shields the bonds beside it, which fall to $0.727V_0$, and loads those in line with it. Charge balance at $B$ closes the account:
$$C\left[\frac4\pi V_0+2\left(1-\frac2\pi\right)V_0\right]=2CV_0 .$$
Of the charge $2CV_0$ that passes, half cancels the charge $-CV_0$ that the broken capacitor held on its plate at $B$. The other half raises the charge on the other three bonds at $B$ from $CV_0$ to $2CV_0$.

**Corollary 2 (partial breakdown).** If the bond's capacitance becomes $\kappa C$, its collinear neighbour carries
$$V_1=V_0\left[1+\left(\frac4\pi-1\right)\frac{\kappa-1}{\kappa+1}\right].$$

*Proof.* Let $v$ be the drop on the altered bond. The extra capacitance $(\kappa-1)C$ takes the charge $(\kappa-1)Cv$ from node $A$, so the intact network holds $q=-(\kappa-1)Cv$ there. Then $v=V_0+q/(2C)=V_0-(\kappa-1)v/2$, which gives $v=2V_0/(\kappa+1)$ and
$$q=-2CV_0\frac{\kappa-1}{\kappa+1}.$$
Insert this in $V_1=V_0+qK(1)/C$ and use $-2K(1)=4/\pi-1$. $\square$

The limit $\kappa\to\infty$ restores the theorem, and $\kappa=1$ changes nothing. An open bond, $\kappa=0$, lowers its collinear neighbour to $(2-4/\pi)V_0$. For $\kappa=10$ the factor is 1.2236, so a tenfold capacitance already gives about four fifths of the full rise. Direct network solutions confirm this case.

**Corollary 3 (distance).** Far along the row the excess voltage is $V_0/(\pi d^2)$ to leading order.

*Proof.* Put (5) in (6). The numerators combine to $\cos(dk)(1-\cos k)$, so
$$K(d)=\frac1\pi\int_0^\pi f(k)\cos(dk)\,dk,\qquad f(k)=\sqrt{\frac{1-\cos k}{3-\cos k}} . \tag{7}$$
Near zero $f\approx k/2$, so $f'(0^+)=1/2$, while $f'(\pi)=0$. Two integrations by parts give
$$\int_0^\pi f\cos(dk)\,dk=-\frac1{2d^2}-\frac1{d^2}\int_0^\pi f''\cos(dk)\,dk .$$
The last integral tends to zero as $d$ grows. Hence $K(d)\approx-1/(2\pi d^2)$, and the excess is $-2K(d)V_0$. $\square$

At $d=10$ the exact excess is $0.003217V_0$ and the law gives $0.003183V_0$, about 1% lower.

## Rows of shorts and electrodes

For several collinear shorts at positions $j$, each with its own charge pair $q_j$, the zero-drop conditions are
$$V_0+\frac1C\sum_jK(i-j)\,q_j=0\quad\text{for every shorted }i .$$
For two adjacent shorts, symmetry makes the charges equal, $q=-CV_0/[K(0)+K(1)]$. The bond at the tip then carries
$$V_0\left[1-\frac{K(1)+K(2)}{K(0)+K(1)}\right].$$
The substitution used in Lemma 2 turns $f\,dk$ in (7) into $2\,d\theta$, with $\cos k=1-2\cos2\theta$. Since $\cos2k=2\cos^2k-1=5-8\cos2\theta+4\cos4\theta$,
$$K(2)=\frac2\pi\int_0^{\pi/4}(5-8\cos2\theta+4\cos4\theta)\,d\theta=\frac52-\frac8\pi .$$
The tip factor is therefore
$$1-\frac{3-10/\pi}{1-2/\pi}=\frac{8-2\pi}{\pi-2}=1.5039 .$$
Rows of three, four and five shorts give 1.705, 1.886 and 2.051. The load on the next bond grows with each failure in line.

The two-short result also covers a short that touches an electrode, when the other electrode is far away. Reflect the network in the electrode plane and reverse the sign of the potential measured from the electrode. Electrode nodes remain at their fixed potential, and charge balance holds there by symmetry. The reflected short lies in line with the first and touches it, so the factor is 1.504, not 1.273.

## A film of barrier-layer grains

Consider a titanate film one grain thick between coplanar electrodes. Its semiconducting grains are the nodes, and the insulating grain boundaries are the capacitors. Take a grain size of 1 μm, a boundary thickness of 20 nm, a relative permittivity of 200 and 1 V per boundary. If the grains are treated as metals, the boundary capacitance is
$$C=\frac{200\,\varepsilon_0\,(1\ \mu\text m)^2}{20\ \text{nm}}=88.5\ \text{fF}.$$

After a short the neighbour carries 1.273 V, and its field rises from 0.500 to 0.637 MV/cm. The charge passed is $2CV_0=177$ fC, about $1.1\times10^6$ electrons, so treating charge as continuous is justified. With an assumed lifetime proportional to $V^{-3}$, the neighbour's lifetime is multiplied by $(4/\pi)^{-3}=0.484$.

Suppose that a boundary withstands 0.80 MV/cm. One short does not carry its neighbour past this limit. Two in a row give $1.504\times0.500=0.752$ MV/cm, still below it, and three give 0.853 MV/cm, above it. These row values are for the infinite square network. In a gap of nine boundaries, two shorts in the middle give 0.78 MV/cm, but two in a row starting at an electrode give 0.97 MV/cm and pass the limit.

The square network is an idealisation of the film, and several of its assumptions can be sized.

*Geometry.* With nine boundaries across the gap and the electrodes held at 9 V, a short in the middle gives a factor of 1.290. A short at an electrode gives 1.518, which is 19% above $4/\pi$. A thick ceramic has a three-dimensional grain network. The derivation of $V_1=V_0[2-R_2/(2R_1)]$ carries over to the cubic lattice with its own $R$, and the factor becomes 1.37, both in the infinite network and in the middle of a nine-boundary gap.

*Unequal boundaries.* Capacitances were drawn uniformly within ±20% in 150 networks with $L=41$. The neighbour's final voltage, relative to $V_0$, has mean 1.27 and standard deviation 0.08; with this many samples both figures are uncertain by about 0.01. Its ratio to its own voltage before the short varies less, $1.276\pm0.026$. Much of the scatter was therefore present before the failure.

*Falling permittivity.* Let the boundary field obey $E=D/\varepsilon+\beta D^3$, with the rough value $\beta=7\times10^9$ V m⁵/C³ for a strontium-titanate-like material. The ratio of charge to voltage at 1 V is then 0.923 of its low-field value, and the differential capacitance $dQ/dV$ is 0.80 of it. For $L=41$ the factor rises from 1.274 to 1.289.

*Depletion in the grains.* The values above treat each grain as a metal. A grain of resistivity 1 Ω cm has only about $10^{18}$ to $10^{19}$ electrons per cm³, for mobilities of 6 to 0.5 cm²/(V s). The positive plate charge then depletes a layer of the grain, and this layer takes part of the voltage. A simple one-sided depletion estimate, with permittivity 200 in the grain as well, gives it between 40% and 76% of the 1 V. The capacitance, charge and boundary fields are then well below the values quoted, and the neighbour factor for total voltage becomes about 1.32 to 1.36. The factor for the field in the boundary itself moves the other way, to about 1.21 and 1.19, because the depleted layer takes most of the added voltage. Keeping 90% of the voltage on the boundary would take about $10^{20}$ electrons per cm³. The worked numbers therefore describe very heavily doped grains.

*Stray capacitance.* With surroundings of relative permittivity 10, a grain's stray capacitance is about $10^{-3}C$. If it leads to fixed potentials, it screens disturbances over roughly $\sqrt{1000}\approx30$ grains, which is longer than this gap.

*Time.* The capacitive answer needs grains that charge quickly and boundaries that leak slowly. A grain of resistivity 1 Ω cm has resistance $10^4$ Ω and charges in about 0.9 ns. For leakage, take thermionic emission over a 1 eV barrier, lowered by 0.135 eV through the image force (optical permittivity 5). The neighbour's charge per unit area, $\varepsilon E$, divided by the leakage current density gives about 350 s at 300 K, but only 0.05 s at 400 K. Cold tunnelling, with an exponent of 107 for the free-electron mass, is negligible beside this. These times are orders of magnitude only. Thermally assisted tunnelling near the barrier top raises the current by a factor of about 1.7 at 300 K and 1.3 at 400 K. Because the current rises faster than the voltage, a small imbalance relaxes two to three times faster than the ratio of charge to current suggests, in roughly 80 s and 0.02 s. The field used is that of metallic grains; depletion lowers it and with it the leakage. Under a steady voltage the capacitive division is therefore replaced by one set by leakage, within minutes at 300 K and within a fraction of a second at 400 K. The capacitive factor applies to voltages that alternate faster than this, yet slowly compared with the grain charging time. Inverse-power lifetime laws with an exponent near 3 come from life tests under steady voltage, so applying one in this alternating regime is a further assumption. If all boundaries were equal ohmic conductors the factor would still be $4/\pi$, because current balance has the form of (1). Thermionic leakage is not ohmic, and its steady division is not computed here.

Barrier-layer ceramics do consist of conducting grains with insulating boundaries, and the parameters are round values meant to lie in their rough range. The one-grain-thick film is less typical: ordinary ceramic bodies are three-dimensional, for which the cubic factor near 1.37 is the better starting point. Their grains also differ in size and shape, which the ±20% spread represents only crudely. The withstand field and lifetime exponent are assumptions, so 0.484 illustrates the voltage law and does not predict a device's life. The numerical output below lists the main values used here.

## Computed results

```
R(1,0) by double quadrature = 0.500000
R(2,0) by double quadrature = 0.726760
R(1,1) by double quadrature = 0.636620
K(0), K(1) = 0.500000, -0.136620
4/pi = 1.273240; rise = 27.32 %
neighbour/V0, 41x41 network = 1.273998
neighbour/V0, 81x81 network = 1.273434
neighbour/V0, extrapolated = 1.273239
side bond/V0, extrapolated = 0.726761
transverse bond/V0, extrapolated = 0.363380
charge through short/(C V0) = 2.000000
partial short, kappa = 10: factor = 1.2236
excess/V0 at d=10: exact 0.003217, far law 0.003183
tip factors, rows of 1-5 shorts = 1.2732, 1.5039, 1.7053, 1.8859, 2.0508
grain size = 1.0 um; boundary = 20 nm
relative permittivity = 200; V0 = 1.00 V
boundary capacitance = 88.54 fF
neighbour voltage = 1.2732 V
boundary field before = 0.500 MV/cm
neighbour field after = 0.637 MV/cm
charge through short = 177.1 fC = 1.105e+06 e
lifetime ratio, exponent 3 = 0.484
assumed withstand field = 0.80 MV/cm
shorts in row for tip above withstand = 3
boundaries across gap = 9; gap voltage = 9.0 V
factor in gap, short in middle = 1.2904
factor in gap, short at electrode = 1.5176
factor in infinite cubic network = 1.3705
factor in cubic gap, short in middle = 1.3728
capacitance spread = +/-20 % (uniform), 150 samples
neighbour/V0 with spread: mean 1.266, s.d. 0.083
after/before with spread: mean 1.276, s.d. 0.026
nonlinearity beta = 7.0e+09 V m^5/C^3
capacitance at V0 / low-field value = 0.923
factor with falling permittivity, 41x41 = 1.2889
surrounding relative permittivity = 10
stray/boundary capacitance = 1.0e-03
grain resistivity = 1.0 ohm cm
grain charging time = 0.89 ns
barrier = 1.00 eV; optical permittivity = 5
image lowering of barrier = 0.135 eV
thermionic leakage at 300 K = 3.23e-08 A/cm2
charge holding time at 300 K = 3.49e+02 s
thermionic leakage at 400 K = 2.46e-04 A/cm2
charge holding time at 400 K = 4.59e-02 s
cold tunnelling exponent = 107.3
log10 of tunnel current in A/cm2 = -40.8
```
